# Why Born-Oppenheimer molecular dynamics contains no electronic stopping

## Question

I want to simulate an ion moving through a target with Born-Oppenheimer molecular dynamics (BOMD). At each time step the electronic ground state is computed for the current nuclear positions, and the forces follow from it. I have been told that this includes electronic stopping, because the forces are quantum mechanical and the electrons respond to the ion. In my runs the ion does slow down. Is that electronic stopping? If not, what is missing from a force obtained from the full electronic ground state?

## Answer

It is not electronic stopping. The force is quantum mechanical in origin, but it belongs to electrons that are in their ground state at every instant. Such electrons hold no excitation energy, so the ion cannot have given them any. The slowing in your runs has another destination, which an energy balance identifies.

### The energy balance of BOMD

Let $R$ stand for all nuclear positions, treated classically, and let $H(R)$ be the electronic Hamiltonian, including the repulsion between nuclei. Its states obey $H|n\rangle=E_n|n\rangle$. I assume that the ground state $|0\rangle$ is non-degenerate along the path and that no electronic temperature is imposed. The BOMD force is

$$F_{BO}=-\nabla E_0=-\langle 0|\nabla H|0\rangle .$$

The second form holds because the derivatives of the states contribute $E_0\nabla\langle 0|0\rangle$, which vanishes for a normalized state.

Let $T$ be the kinetic energy of all nuclei and $v$ their velocities. Newton's law gives $dT/dt=v\cdot F_{BO}=-v\cdot\nabla E_0=-dE_0/dt$, hence

$$\frac{d}{dt}(T+E_0)=0 .$$

What the projectile loses must appear as kinetic energy of other nuclei or as a higher ground-state energy, for instance that of displaced atoms. Recoil energy, together with the part of it that ends up stored in displaced atoms, is nuclear stopping. Neither term is electronic excitation. If all nuclei return to their initial positions, $E_0$ returns to its initial value and the net work of $F_{BO}$ is zero, whatever the speed.

### What the missing force does

Real electrons follow the time-dependent Schrödinger equation, $i\hbar\,d|\psi\rangle/dt=H(R(t))|\psi\rangle$. In the rate of change of $\langle H\rangle=\langle\psi|H|\psi\rangle$, the two terms from the changing state combine into $(i/\hbar)\langle[H,H]\rangle=0$. The explicit change of $H$ remains:

$$\frac{d\langle H\rangle}{dt}=v\cdot\langle\nabla H\rangle=-v\cdot F,\qquad F=-\langle\psi|\nabla H|\psi\rangle .$$

Here $F$ is the mean force on classical nuclei (the Ehrenfest, or mean-field, description). Now define the excess of the electronic energy over the instantaneous ground state, with $p_n=|\langle n|\psi\rangle|^2$:

$$W=\langle H\rangle-E_0=\sum_n p_n(E_n-E_0)\ge 0 .$$

Subtracting $dE_0/dt=-v\cdot F_{BO}$ from the previous rate gives

$$\frac{dW}{dt}=-v\cdot(F-F_{BO}).$$

Electronic excitation is therefore paid for by the difference between the true mean force and the BOMD force. BOMD sets this difference, and $W$, to zero. Its force depends on where the nuclei are; the true force also depends on how they got there, through $|\psi\rangle$.

A four-level Hamiltonian taken once round a closed path illustrates this. Starting from the ground state, the true mean force does work $-0.285$ in model energy units, and the electrons end with excitation energy $+0.285$. The ground-state force does zero work to rounding accuracy.

### An ion passing one atom

A solvable case shows how large the omission can be. An ion of charge $Ze$ passes a neutral atom made of a core of charge $+e$ and one electron, bound harmonically with frequency $\omega$. The core sits at the origin, the electron at $r$ and the ion at $R$. In Gaussian units the ion interacts with the atom through

$$\frac{Ze^2}{R}-\frac{Ze^2}{|R-r|}\approx-\frac{Ze^2\,r\cdot R}{R^3},$$

where $1/|R-r|\approx 1/R+r\cdot R/R^3$ for $r\ll R$. This is the dipole approximation. With $f=Ze^2R/R^3$, the force on the electron,

$$H=\frac{p^2}{2m}+\frac{m\omega^2r^2}{2}-r\cdot f .$$

Define the shifted equilibrium position $r_0=f/(m\omega^2)$. Completing the square,

$$H=\frac{p^2}{2m}+\frac{m\omega^2}{2}(r-r_0)^2-\frac{f^2}{2m\omega^2}.$$

The first two terms are an oscillator with ground-state energy $3\hbar\omega/2$. Since $f^2=Z^2e^4/R^4$,

$$E_0=\frac{3\hbar\omega}{2}-\frac{\alpha Z^2e^2}{2R^4},\qquad \alpha=\frac{e^2}{m\omega^2}.$$

This is the attractive polarization potential, with polarizability $\alpha$. So the electrons do respond to the ion in BOMD: they polarize. But the response depends on $R$ alone, and the ion is pulled back on departure as strongly as it was pulled forward on approach.

Take a proton ($Z=1$), $\hbar\omega=10$ eV and closest distance $b=4$ Å. These are round model parameters, not a particular material. The ion also keeps its full charge throughout; a real proton, especially a slow one, can capture an electron, and this model leaves that process out. In an actual BOMD run the ground state decides the ion's charge: near an atom whose ionization energy is below the 13.6 eV of hydrogen, such as carbon or silicon, the ground state already places an electron on the proton, and the fixed-charge polarization potential does not apply. The energy balance above holds in either case. The electron's rms spread per axis is $\sigma=\sqrt{\hbar/2m\omega}=0.617$ Å, so $\sigma/b\approx0.15$, which makes the dipole form reasonable but not precise for a real charge cloud. The polarizability is 1.097 Å$^3$. Because $\alpha=2e^2\sigma^2/(\hbar\omega)$, we have $e^2=\alpha\hbar\omega/(2\sigma^2)$, and the depth of the potential at closest approach is

$$D=\frac{\alpha e^2}{2b^4}=\frac{\alpha^2\hbar\omega}{4\sigma^2b^4}
=\frac{1.097^2\times10\ \text{eV}}{4\times0.617^2\times4^4}\approx0.031\ \text{eV}.$$

Integrating the ground-state force along a straight path gives $+30.86$ meV on the way in and $-30.86$ meV on the way out.

### The energy the electron really takes

Let the ion move on a straight line at constant speed $v$, with $R=(vt,b,0)$. The mean electron position $u=\langle r\rangle$ obeys

$$m\ddot u=-m\omega^2u+f .$$

The deviations $r-u$ and $p-m\dot u$ obey the equations of an undriven oscillator, so the spreads of the initial ground state stay constant and contribute $3\hbar\omega/2$. Therefore

$$\langle H\rangle=\frac{3\hbar\omega}{2}+\frac{m\dot u^2}{2}+\frac{m\omega^2u^2}{2}-u\cdot f,$$

and subtracting $E_0$ completes the square:

$$W=\frac{m\dot u^2}{2}+\frac{m\omega^2}{2}(u-r_0)^2 .$$

The excess is the energy of the electron's motion about its moving equilibrium position.

To find what remains after the passage, define $\zeta=\dot u+i\omega u$. Then

$$\dot\zeta=-\omega^2u+\frac{f}{m}+i\omega\dot u=i\omega\zeta+\frac{f}{m},$$

so $d(\zeta e^{-i\omega t})/dt=fe^{-i\omega t}/m$. The electron starts with $\zeta=0$ when the ion is far away. At the end $r_0=0$ again, and $W=m|\zeta|^2/2$ becomes the energy transfer

$$\Delta E=\frac{1}{2m}\left|\int_{-\infty}^{\infty}f(t)e^{-i\omega t}dt\right|^2 .$$

The electron absorbs energy to the extent that the ion's force contains its own frequency.

Put $s=vt/b$ and $\xi=\omega b/v$. The force components, multiplied by $dt=b\,ds/v$, are

$$f_x\,dt=\frac{Ze^2}{bv}\frac{s\,ds}{(1+s^2)^{3/2}},\qquad
f_y\,dt=\frac{Ze^2}{bv}\frac{ds}{(1+s^2)^{3/2}} .$$

The modified Bessel function $K_0$ has the representation $\int\cos(\xi s)(1+s^2)^{-1/2}ds=2K_0(\xi)$, with all integrals over the whole line. Since $s(1+s^2)^{-3/2}$ is minus the derivative of $(1+s^2)^{-1/2}$, integration by parts gives

$$\int\frac{s\sin\xi s}{(1+s^2)^{3/2}}ds=\xi\int\frac{\cos\xi s}{(1+s^2)^{1/2}}ds=2\xi K_0(\xi).$$

For the other component let $I(\xi)=\int\cos(\xi s)(1+s^2)^{-3/2}ds$. Its derivative is minus the integral just found, $I'=-2\xi K_0$. The Bessel identity $(\xi K_1)'=-\xi K_0$ and the vanishing of both functions at large $\xi$ give $I=2\xi K_1(\xi)$. Adding the squared components and dividing by $2m$,

$$\Delta E=\frac{2Z^2e^4}{mv^2b^2}\,G(\xi),\qquad G=\xi^2\left[K_0^2(\xi)+K_1^2(\xi)\right].$$

Because $D=Z^2e^4/(2m\omega^2b^4)$, the prefactor equals $4D\xi^2$. At 100 keV, $\xi=1.388$ and $4D\xi^2=4\times30.86\times1.388^2\approx238$ meV. The transfer is $\Delta E=76.9$ meV, so $G\approx0.32$.

| Proton energy | $\xi$ | $\Delta E$ (meV) | Excitation probability |
|---|---|---|---|
| 10 keV | 4.39 | 5.3 | 0.053 % |
| 25 keV | 2.78 | 35.2 | 0.35 % |
| 100 keV | 1.39 | 76.9 | 0.77 % |
| 400 keV | 0.69 | 45.1 | 0.45 % |

Direct propagation of the electron's quantum state agrees with these transfers to the digits shown. BOMD gives zero in every row.

A flight in which the proton responds to the forces makes the same point. With the atom held fixed and forces from the evolving electron, a 100 keV proton loses 76.9 meV. With ground-state forces it recovers its kinetic energy to within $3\times10^{-7}$ meV.

### A mean loss is not a typical loss

The final electron state is a displaced oscillator ground state, that is, a coherent state. Along one axis its amplitudes are $c_n=c_0\beta^n/\sqrt{n!}$; normalization gives $|c_0|^2=e^{-|\beta|^2}$, and the mean excitation energy is $\hbar\omega|\beta|^2$. Multiplying the ground-state probabilities of the axes adds the exponents, so

$$P_{exc}=1-e^{-\Delta E/\hbar\omega}.$$

At 100 keV the exponent is $0.0769/10=0.00769$ and $P_{exc}=0.77\,\%$. An energy measurement on the atom would usually find no excitation, and occasionally a quantum of 10 eV. The mean-field force spreads this into a smooth loss of 77 meV per passage. It gives the average in this model, not the scatter between individual ions.

### Slow ions: lag is not yet loss

For $\xi\gg1$ the electron nearly follows its equilibrium position. Solving $u=r_0-\ddot u/\omega^2$ by iteration gives $u\approx r_0-\ddot r_0/\omega^2$. To leading order in $v$, therefore, $W\approx m\dot r_0^2/2$. At closest approach $f$ changes at the rate $Ze^2v/b^3$ along the path, so

$$W_{lag}\approx\frac{m}{2}\left(\frac{Ze^2v}{m\omega^2b^3}\right)^2=\frac{Z^2e^4v^2}{2m\omega^4b^6}=\frac{D}{\xi^2}.$$

For a 250 eV proton $\xi=27.77$, and $D/\xi^2=30.86/771=0.0400$ meV. Propagation gives 0.0415 meV, about 4 % more. The next order accounts for most of this. Near $s=0$, with $a=Ze^2/(m\omega^2b^2)$,

$$r_{0x}\approx a\left(s-\tfrac32s^3\right),\qquad r_{0y}\approx a\left(1-\tfrac32s^2\right).$$

Each time derivative brings a factor $v/b$. At $s=0$ the third derivative of $r_{0x}$ is $-9a(v/b)^3$, and the second derivative of $r_{0y}$ is $-3a(v/b)^2$. Hence $\dot u_x\approx a(v/b)(1+9/\xi^2)$ and $u_y-r_{0y}\approx3a/\xi^2$. Relative to $D/\xi^2$, the kinetic part of $W$ gains $18/\xi^2$ and the potential part adds $9/\xi^2$:

$$W_{lag}\approx\frac{D}{\xi^2}\left(1+\frac{27}{\xi^2}\right)=0.0400\times1.035=0.0414\ \text{meV}.$$

This energy is returned as the ion leaves. The lasting loss follows from $K_0\approx K_1\approx\sqrt{\pi/2\xi}\,e^{-\xi}$ at large $\xi$, which gives $G\approx\pi\xi e^{-2\xi}$ and

$$\Delta E\approx4\pi D\,\xi^3e^{-2\xi}.$$

At 250 eV the full formula gives $6\times10^{-18}$ meV. The propagation cannot resolve so small a number; it leaves $4\times10^{-9}$ meV. The output labels this a numerical floor, but it comes from the finite path, which runs from $-20b$ to $20b$. Far out $r_{0x}\approx\pm a/s^2$, so at $|s|=20$ the equilibrium position moves at $2/20^3=2.5\times10^{-4}$ of its speed at closest approach. The lag energy there is $0.0400\times(2.5\times10^{-4})^2\approx2.5\times10^{-9}$ meV. The electron starts at rest, which sets off a free oscillation of the same size, so the value at the end can lie between zero and four times this energy. What it confirms is that the remainder is less than a thousandth of the lag energy.

In this model BOMD is a good approximation for such a slow ion, because the ion's slowly varying force has almost no component at the electron's frequency. BOMD is then adequate because there is very little electronic stopping to miss, not because it contains any. The exponential law relies on an excitation energy $\hbar\omega$ that is finite and stays constant during the passage. It should not be carried over to a metal, where excitation energies begin close to zero, nor to close collisions or electron capture in an insulator, where the energy needed can become much smaller than in the undisturbed material.

### Fast ions and many atoms

For $\xi\ll1$, $\xi K_1\to1$ and $\xi K_0\to0$, so $G\to1$ and

$$\Delta E\to\frac{2Z^2e^4}{mv^2b^2}=\frac{1}{2m}\left(\frac{2Ze^2}{bv}\right)^2 .$$

The electron receives a sideways kick $2Ze^2/(bv)$ before its binding matters. A faster ion kicks for a shorter time, so the transfer falls with speed. Together with the exponential suppression at low speed, this explains the rise and fall in the table. At 400 keV the limit is not yet reached: $4D\xi^2=4\times30.86\times0.694^2\approx59$ meV, against the actual 45 meV.

An ion crossing a dilute target passes atoms at many impact parameters. The contribution of distances above $b$ to the stopping cross-section is

$$S=\int_b^\infty2\pi b'\,\Delta E(b')\,db'=\frac{4\pi Z^2e^4}{mv^2}\int_\xi^\infty\xi'\left[K_0^2(\xi')+K_1^2(\xi')\right]d\xi',$$

where $db'/b'=d\xi'/\xi'$ was used. With $K_0'=-K_1$ and $(\xi K_1)'=-\xi K_0$, the derivative of $\xi K_0K_1$ is $-\xi(K_0^2+K_1^2)$. Therefore

$$S=\frac{4\pi Z^2e^4}{mv^2}\,\xi K_0(\xi)K_1(\xi).$$

For 100 keV and $b=4$ Å this is 2.68 eV Å$^2$. Multiplied by the number of atoms per volume, it gives the mean energy loss per path length from distant collisions. It is a partial value: closer collisions, where the dipole form fails, are left out, and in a dense solid neighbouring atoms would screen the ion's field. BOMD with fixed atoms gives zero for the same quantity.

### Where your ion's energy went

Now let the atom recoil, with mass $M$. The BOMD force comes from $V=-\alpha Z^2e^2/(2R^4)$. To first order the ion's path is straight, and the sideways momentum passed to the atom has magnitude

$$\Delta p=\frac1v\left|\frac{d}{db}\int_{-\infty}^{\infty}V\,dx\right| .$$

The substitution $x=b\tan\theta$ gives $\int dx/(x^2+b^2)^2=b^{-3}\int\cos^2\theta\,d\theta=\pi/(2b^3)$, so $\int V\,dx=-\pi\alpha Z^2e^2/(4b^3)$ and

$$\Delta p=\frac{3\pi\alpha Z^2e^2}{4b^4v},\qquad E_{recoil}=\frac{\Delta p^2}{2M}.$$

For a 100 eV proton and an atom of 20 u, a BOMD run gives a proton loss of 0.00267 meV and a recoil energy of 0.00267 meV. The impulse formula gives 0.00266 meV. The energy lost by the proton is found in the motion of the atom, as the balance $T+E_0$ requires once the two are far apart. This is nuclear stopping, and BOMD describes it.

Since this $E_{recoil}\propto1/v^2$, the BOMD value at 100 keV is a thousand times smaller, $2.7\times10^{-6}$ meV, against an electronic transfer of 77 meV at the same distance. At that speed the electron no longer follows the ion adiabatically, so the BOMD recoil is itself only an estimate of the real one. That ratio applies to this distant passage. Close collisions, in which the nuclei repel each other strongly, transfer far more energy to recoil and are outside this model.

You can make the same check in your own run. Add up the kinetic energy gained by the other atoms and the change in $E_0$. Apart from numerical error, and without a thermostat, the sum equals the ion's loss. To include electronic stopping you can let the electrons evolve in time and use their actual mean force, or add a separate dissipative force that represents the average lasting loss caused by the missing $F-F_{BO}$, though not its reversible part. More accurate ground-state forces will not supply it, since even perfect ones are the gradient of $E_0$.

The numerical output below gives the values to more digits.

## Table of computed values

```
Oscillator quantum hbar*omega: 10.0 eV
Impact parameter b: 4.0 angstrom
Electron rms spread per axis: 0.617 angstrom
Polarizability: 1.097 angstrom^3
Four-level closed path (model energy units):
  work of BO force: -1.2e-16
  work of true mean force: -0.28486
  final excitation energy: 0.28486
BO work on proton, straight path:
  far to closest approach: +30.859 meV
  closest approach to far: -30.859 meV
Proton energy 10 keV:
  speed 1.384e+08 cm/s, xi = 4.391
  energy transfer, formula: 5.335 meV
  energy transfer, propagated: 5.336 meV
  excitation probability: 0.0533 percent
Proton energy 25 keV:
  speed 2.188e+08 cm/s, xi = 2.777
  energy transfer, formula: 35.159 meV
  energy transfer, propagated: 35.160 meV
  excitation probability: 0.3510 percent
Proton energy 100 keV:
  speed 4.377e+08 cm/s, xi = 1.388
  energy transfer, formula: 76.935 meV
  energy transfer, propagated: 76.937 meV
  excitation probability: 0.7664 percent
Proton energy 400 keV:
  speed 8.754e+08 cm/s, xi = 0.694
  energy transfer, formula: 45.130 meV
  energy transfer, propagated: 45.128 meV
  excitation probability: 0.4503 percent
Free proton at 100 keV, fixed atom, kinetic energy lost:
  with BO forces: 2.8e-07 meV
  with evolving electron: 76.937 meV
Slow proton, 250 eV: xi = 27.77
  excess at closest approach, propagated: 0.04150 meV
  excess at closest approach, formula: 0.04002 meV
  left at end, propagated (numerical floor): 4e-09 meV
  lasting loss, formula: 6.4e-18 meV
BOMD with recoiling atom of 20 u, proton at 100 eV:
  proton loss: 0.00267 meV
  atom recoil energy: 0.00267 meV
  recoil, impulse formula: 0.00266 meV
Recoil at 100 keV, formula: 2.66e-06 meV
Distant stopping cross-section at 100 keV, b > 4 angstrom:
  closed formula: 2.6817 eV angstrom^2
  sum over b: 2.6817 eV angstrom^2
```
